# Singlet-Triplet Gap of Two Interacting Electrons in a Silicon Dot

## Two electrons that ignore each other

Put two electrons in a circular parabola \(\tfrac12 m\omega^2r^2\) in the plane of a (001) Si/SiO\(_2\) interface. Assume one valley, an isotropic in-plane mass \(m\) and no magnetic field. Without repulsion the one-electron levels are \(\hbar\omega, 2\hbar\omega,\dots\). A spin singlet can place both electrons in the lowest orbital, at energy \(2\hbar\omega\). A triplet needs two different orbitals and costs \(3\hbar\omega\). The gap is therefore \(\hbar\omega\), here 1 meV.

To add the repulsion, measure length in \(l_0=\sqrt{\hbar/m\omega}\) and energy in \(\hbar\omega\):

\[
H=\sum_{i=1}^{2}\left(-\tfrac12\nabla_i^2+\tfrac12x_i^2\right)+\frac{\lambda}{|\mathbf x_1-\mathbf x_2|},\qquad
\lambda=\frac{e^2}{4\pi\varepsilon_0\varepsilon\,l_0\hbar\omega}.
\]

Let \(\mathbf X=(\mathbf x_1+\mathbf x_2)/2\) and \(\mathbf x=\mathbf x_1-\mathbf x_2\). Then \(\nabla_{1,2}=\tfrac12\nabla_X\pm\nabla_x\), so \(\nabla_1^2+\nabla_2^2=\tfrac12\nabla_X^2+2\nabla_x^2\), while \(x_1^2+x_2^2=2X^2+\tfrac12x^2\). Hence

\[
H=\left(-\tfrac14\nabla_X^2+X^2\right)+\left(-\nabla_x^2+\tfrac14x^2+\frac{\lambda}{x}\right).
\]

The centre of mass has ground state \(e^{-X^2}\) with energy 1, whatever the spin, and drops out of the gap. For relative motion \(R(x)e^{im\varphi}\),

\[
-\frac1x(xR')'+W_mR=ER,\qquad W_m=\frac{m^2}{x^2}+\frac{x^2}{4}+\frac{\lambda}{x}.
\]

From here on \(m\) is the angular momentum number wherever it stands in a radial equation. Exchanging the electrons sends \(\mathbf x\) to \(-\mathbf x\) and multiplies the state by \((-1)^m\). Even \(m\) thus goes with the singlet and odd \(m\) with the triplet. Since \(m^2/x^2\) raises the energy, the lowest states of each kind have \(m=0\) and \(|m|=1\), and the gap is \(\Delta=E_1-E_0\).

## A repulsive case solved by hand

Write \(R=p\,e^{-x^2/4}\). Then \(R''\) gives \(p''-xp'-\tfrac12p+\tfrac14x^2p\), and \(R'/x\) gives \(p'/x-\tfrac12p\), each times the exponential. The terms \(x^2p/4\) cancel, leaving

\[
-p''-\frac{p'}x+\frac{m^2p}{x^2}+\frac{\lambda p}{x}+xp'+p=Ep .
\]

Try \(m=0\), \(\lambda=1\), \(p=1+x\). The left side is \(-1/x+(1/x+1)+x+(1+x)=2(1+x)\), so \(E=2\). This \(p\) has no node, so it is the ground state. Without repulsion the energy was 1.

For \(m=1\), try \(p=x+cx^2\). The left side becomes \((\lambda-3c)+(2+\lambda c)x+3cx^2\). Matching \(E(x+cx^2)\) requires \(c=\lambda/3\), \(E=3\) and \(\lambda^2=3\). These two cases will measure the error of a numerical method.

## The same case with two cells

Divide the \(x\) axis into cells of width \(h\) centred at \(x_i=(i-\tfrac12)h\). Multiply the radial equation by \(x\) and integrate over one cell. The derivative term becomes the difference of \(xR'\) at the two edges. Replace \(R'\) at an edge by the difference of neighbouring values over \(h\), and the other terms by their central value times \(h\):

\[
-\frac{x_{i+1/2}(R_{i+1}-R_i)-x_{i-1/2}(R_i-R_{i-1})}{h}+hx_iW_m(x_i)R_i=Ehx_iR_i .
\]

The first cell has its inner edge at \(x=0\), where the flux \(xR'\) vanishes, so no boundary condition has to be invented there.

Divide by \(hx_i\) and set \(v_i=\sqrt{x_i}\,R_i\), which makes the matrix symmetric. Because \(x_{i+1/2}+x_{i-1/2}=2x_i\), its elements are

\[
A_{ii}=\frac2{h^2}+W_m(x_i),\qquad
A_{i,i+1}=-\frac{x_{i+1/2}}{h^2\sqrt{x_ix_{i+1}}}.
\]

Take \(\lambda=1\), \(m=0\), \(h=2\) and two cells, at \(x=1\) and \(x=3\), with \(R=0\) at the next centre. The diagonal elements are \(\tfrac12+\tfrac14+1=\tfrac74\) and \(\tfrac12+\tfrac94+\tfrac13=\tfrac{37}{12}\). The off-diagonal element is \(-2/(4\sqrt3)\), whose square is \(\tfrac1{12}\). The lower eigenvalue is

\[
E=\frac{29}{12}-\sqrt{\left(\frac23\right)^2+\frac1{12}}=\frac{29}{12}-\frac{\sqrt{19}}6\approx1.69 .
\]

Two cells give the true value 2 with an error of about 15%.

## The general algorithm

1. Choose \(\lambda\), a cell width \(h\), and an outer radius where the state has decayed; \(x=14\) is used for the dot below.
2. Fill the tridiagonal matrix \(A\) for \(m=0\) and find its lowest eigenvalue. Repeat for \(m=1\).
3. Repeat both with \(h/2\). If the error is \(Ch^2\), the combination \([4E(h/2)-E(h)]/3\) removes it.
4. Subtract the two extrapolated energies.

For the closed case \(\lambda=1\), the errors at \(h=0.02\) and \(0.01\) are \(-1.65\times10^{-5}\) and \(-4.12\times10^{-6}\), in units of \(\hbar\omega\). Their ratio is 4.000, as a quadratic error requires, and the extrapolated error is below \(10^{-11}\).

A second method needs no grid. Insert \(p=\sum_k a_kx^{m+k}\) in the equation for \(p\) and collect the power \(x^{m+k-2}\). The first three terms give \(-[(m+k)^2-m^2]a_k=-k(k+2m)a_k\), so

\[
k(k+2m)\,a_k=\lambda a_{k-1}+(m+k-1-E)\,a_{k-2}.
\]

For large \(k\) this approaches \(a_k\approx a_{k-2}/k\), the growth of \(e^{x^2/2}\), which overwhelms the factor \(e^{-x^2/4}\). A bound state occurs at the energy where this growing part vanishes. In practice one seeks the \(E\) at which \(p\) changes sign at a distant point, here \(x=12\).

## The 1 meV silicon dot

Take an electron mass of 0.19 free-electron masses and relative permittivities 11.7 for silicon and 3.9 for oxide. For charges on the boundary between two half-spaces the effective value is their mean, \(\varepsilon=7.8\), as derived in the gate section below. Then \(l_0=20.03\) nm, the Coulomb energy at that distance is 9.218 meV, and \(\lambda=9.218\). Repulsion is far from a small correction.

The grid gives \(E_0=6.09113\) meV and \(E_1=6.24413\) meV, and the series gives the same digits. The gap is

\[
\Delta=6.2441-6.0911=0.153\ \text{meV},\qquad \Delta/k_B=1.78\ \text{K}.
\]

This is 15% of the non-interacting gap. The rms separation in the singlet has grown from 28.3 to 59.0 nm. At that distance, one unit of relative angular momentum costs little.

## Why the gap must lie between 0 and \(\hbar\omega\)

**Lower bound.** Use the triplet's radial function as a trial function for \(m=0\). It lacks only the centrifugal energy, so \(E_0\le E_1-\langle1/x^2\rangle_1\), or \(\Delta\ge\langle1/x^2\rangle_1>0\).

**Upper bound.** Use \(gR_0\) with \(g=xe^{i\varphi}\) as a trial function for \(m=1\). With \(V=x^2/4+\lambda/x\),

\[
|\nabla(gR_0)|^2=|\nabla g|^2R_0^2+R_0\nabla R_0\cdot\nabla|g|^2+|g|^2|\nabla R_0|^2 .
\]

The last two terms equal \(\nabla\cdot(|g|^2R_0\nabla R_0)-|g|^2R_0\nabla^2R_0\). The divergence integrates to zero, and \(-\nabla^2R_0=(E_0-V)R_0\). The trial energy is therefore \(E_0\) plus \(\int|\nabla g|^2R_0^2\big/\int|g|^2R_0^2\). In Cartesian components \(g\) has derivatives 1 and \(i\), so \(|\nabla g|^2=2\) and

\[
\langle1/x^2\rangle_1\le\Delta\le\frac2{\langle x^2\rangle_0}.
\]

It remains to show \(\langle x^2\rangle_0>2\). Let \(T=\langle-\nabla^2\rangle_0\). Compressing the state by a factor \(s\) changes its energy to \(s^2T+\langle x^2\rangle_0/4s^2+s\lambda\langle1/x\rangle_0\). This is stationary at \(s=1\), so

\[
\tfrac12\langle x^2\rangle_0=2T+\lambda\langle1/x\rangle_0 .
\]

Also \(\int|\nabla R_0+\alpha\mathbf xR_0|^2\ge0\). The cross term is \(\alpha\int\mathbf x\cdot\nabla R_0^2=-2\alpha\) in two dimensions, giving \(T-2\alpha+\alpha^2\langle x^2\rangle_0\ge0\). With \(\alpha=1/\langle x^2\rangle_0\) this is \(T\ge1/\langle x^2\rangle_0\). For \(\lambda>0\) the virial relation then gives \(\langle x^2\rangle_0^2>4\), hence \(\Delta<1\).

In the dot \(\langle x^2\rangle_0=8.686\), so the upper bound is \(2/8.686=0.230\) meV. The lower bound is 0.148 meV. A gap well below 1 meV thus follows from the size of the pair alone. In units of \(\hbar\omega\):

| \(\lambda\) | lower | gap | upper |
|---|---|---|---|
| 0 | 0.500 | 1.000 | 1.000 |
| 1 | 0.399 | 0.596 | 0.629 |
| 3 | 0.279 | 0.328 | 0.403 |
| 10 | 0.140 | 0.145 | 0.220 |
| 30 | 0.067 | 0.068 | 0.117 |

## Strong repulsion: a rotating pair

For large \(\lambda\) the pair sits near the minimum of \(x^2/4+\lambda/x\), where \(x_0/2=\lambda/x_0^2\), or \(x_0=(2\lambda)^{1/3}\). The centrifugal energy is then \(1/x_0^2\). For the dot this gives a separation of 52.9 nm and a gap of 0.143 meV, slightly below the computed 0.153 meV.

Including the radial vibration removes most of the difference. With \(y=x-x_0\), the potential has second derivative \(\tfrac12+2\lambda/x_0^3=\tfrac32\) and third derivative \(-6\lambda/x_0^4=-3/x_0\). The oscillator \(-d^2/dy^2+\tfrac34y^2\) has variance \(\sigma^2=1/\sqrt3\). Zero mean force requires \(\tfrac32\langle y\rangle-\tfrac{3}{2x_0}\sigma^2=0\), so \(\langle y\rangle=\sigma^2/x_0\). Expanding \(1/x^2\) to second order,

\[
\Delta\approx\frac1{x_0^2}\left(1-\frac{2\langle y\rangle}{x_0}+\frac{3\sigma^2}{x_0^2}\right)
=\frac1{x_0^2}\left(1+\frac{1}{\sqrt3\,x_0^2}\right).
\]

This gives 0.155 meV for the dot. At \(\lambda=2000\) it predicts a ratio \(\Delta x_0^2=1.0023\), which is the computed value.

## What correlation does

Repulsion lowers the gap, but correlation in the usual sense, what a mean field omits, does something different.

Start with first-order theory. At \(\lambda=0\) the radial functions are \(e^{-x^2/4}\) and \(xe^{-x^2/4}\), for which \(\langle1/x\rangle=\sqrt{\pi/2}\) and \(\tfrac12\sqrt{\pi/2}\). Thus

\[
\Delta^{(1)}=1-\frac{\lambda}{2}\sqrt{\frac\pi2}.
\]

At \(\lambda=9.218\) this is \(-4.78\) meV, which violates the lower bound: the two-electron state has not been allowed to respond to the repulsion.

Restricted Hartree-Fock lets the orbitals respond, but nothing more, with both singlet electrons in one circular orbital and the triplet in one determinant of an \(m=0\) and an \(m=1\) orbital. The total energies, centre of mass included, are 9.78 meV for the singlet and 7.63 meV for the triplet. The gap is \(-2.15\) meV, still of the wrong sign. Antisymmetry already keeps the triplet electrons apart, whereas this singlet cannot avoid close encounters.

The full solution lowers the singlet by 2.69 meV and the triplet by 0.39 meV. Relative to this mean field, correlation therefore raises the gap by 2.30 meV, to \(+0.15\) meV. The size of that shift depends on the restrictions. If the triplet orbitals may lose circular symmetry, their determinant falls to 7.39 meV, only 0.14 meV above the full result. An unrestricted determinant with opposite spins on opposite sides of the dot reaches 7.40 meV, so its gap is about \(-0.01\) meV, but it is a mixture of singlet and triplet. Most of the 2.30 meV is thus the price of forcing both electrons into one orbital. The small positive gap results from repulsion acting on a pair that is free to correlate.

## Gate, ellipticity and the real device

A metal gate behind oxide of thickness \(d\) screens the repulsion. For in-plane wave number \(k\), the potential decays as \(e^{-kz}\) into silicon and varies as \(\sinh k(z+d)\) in the oxide, vanishing at the metal. The jump of displacement at the charged plane gives the interaction

\[
V_k=\frac{e^2}{\varepsilon_0k(\varepsilon_{\rm Si}+\varepsilon_{\rm ox}\coth kd)} .
\]

For \(d\to\infty\) the bracket becomes \(\varepsilon_{\rm Si}+\varepsilon_{\rm ox}=2\varepsilon\), which is the mean permittivity used above. For finite \(d\), put \(q=e^{-2kd}\) and \(\beta=(\varepsilon_{\rm Si}-\varepsilon_{\rm ox})/(\varepsilon_{\rm Si}+\varepsilon_{\rm ox})=0.5\). The gate multiplies the ungated result by \((1-q)/(1-\beta q)=1-(1-\beta)\sum_{n\ge1}\beta^{n-1}q^n\). Since \(e^{-ks}/k\) corresponds to \(1/\sqrt{r^2+s^2}\) in the plane,

\[
V(r)=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\left[\frac1r-(1-\beta)\sum_{n\ge1}\frac{\beta^{n-1}}{\sqrt{r^2+4n^2d^2}}\right].
\]

With \(d=10\) nm the repulsion at 40 nm drops from 4.62 to 1.19 meV. At fixed \(\hbar\omega\) the gap rises to 0.227 meV, still well below 1 meV.

Real dots are also not circular. Let the squared frequencies along the two axes be \(\omega^2(1\mp\delta)\). The relative potential gains \(-\tfrac14\delta x^2\cos2\varphi\), which couples \(m\) to \(m\pm2\). In particular it couples the degenerate states \(m=\pm1\) and shifts them by \(\mp\tfrac18\delta\langle x^2\rangle_1\) to first order. With the singlet's \(\langle x^2\rangle\) as an estimate and \(\delta=0.1\), the shift is about 0.11 meV, comparable to the gap. Diagonalization puts the two triplets at 0.069 and 0.295 meV without a gate, and at 0.154 and 0.322 meV with it. Yet the confinement quanta are 0.949 and 1.049 meV, only about 5% from circular. At the original centre of the dot, a single elementary charge at the interface 100 nm away produces curvature anisotropy \(\delta=0.11\) without the gate and 0.03 with it. A negative charge also pushes the dot away, by 6.5 nm without the gate, which lowers the ungated value to 0.09 and changes the gated one by less than a tenth; the two triplets then lie near 0.08 and 0.29 meV without the gate and near 0.20 and 0.26 meV with it. A positive charge is not such a small perturbation. Without the gate the barrier between dot and charge is only 1.9 meV, well below the 6.1 meV needed to add the second electron, so the pair is no longer held and the elliptic picture does not apply.

The 1 meV quantum is a choice, and the mass and permittivities are rounded inputs. A metal-oxide-silicon device also has a nearby gate. With 10 nm of oxide and electrons exactly at the interface, it raises the gap by about 50%; for electrons a few nanometres deeper the rise is smaller. Softening the interaction for a layer depth of 3 nm changes the ungated gap only to 0.155 meV. The single-valley assumption has a sharper condition. If the repulsion does not depend on valley, raising one electron to the second valley permits a triplet with the \(m=0\) envelope, at a cost equal to the valley splitting. The gap computed here is the lowest one only when that splitting is larger. An assumed splitting of 0.3 meV passes, by a factor of about 2 without the gate and about 1.3 with it.

Temperature sets the last condition. In the circular, ungated dot the triplets hold about \(10^{-7}\) of the population at 0.1 K but half of it at 1 K, although 1 K is far below \(\hbar\omega/k_B\). The numerical output below lists the main computed values.

## Table of computed values

```
hbar*omega = 1.00 meV, mass = 0.19 m_e
permittivities Si, oxide, mean = 11.7, 3.9, 7.80
oscillator length l0 = 20.03 nm
Coulomb energy at l0 = 9.218 meV, lam = 9.218
closed case m=0: error h=0.02 -1.65e-05, h=0.01 -4.12e-06
  error ratio 4.000, extrapolated error -2.7e-12
closed case m=1: error h=0.02 -2.00e-05, h=0.01 -4.99e-06
  error ratio 4.000, extrapolated error 8.1e-11
relative energy m=0: grid 6.09113, series 6.09113 meV
relative energy m=1: grid 6.24413, series 6.24413 meV
SINGLET-TRIPLET GAP = 0.1530 meV = 1.775 K
lower and upper bound on gap = 0.1478, 0.2303 meV
singlet <x^2> = 8.686, kinetic energy = 0.4231 meV
singlet rms separation = 59.0 nm (no repulsion: 28.3 nm)
lam =  0.0: lower 0.5000, gap 1.0000, upper 1.0000 hbar*omega
lam =  1.0: lower 0.3992, gap 0.5965, upper 0.6286 hbar*omega
lam =  3.0: lower 0.2793, gap 0.3285, upper 0.4030 hbar*omega
lam = 10.0: lower 0.1402, gap 0.1446, upper 0.2204 hbar*omega
lam = 30.0: lower 0.0671, gap 0.0675, upper 0.1173 hbar*omega
rotor: separation 52.9 nm, gap estimate 0.1433 meV
gap/rotor estimate at lam = 2000: 1.0023
first-order gap = -4.777 meV
total singlet: Hartree-Fock 9.78, full 7.09 meV
total triplet: Hartree-Fock 7.63, full 7.24 meV
Hartree-Fock gap = -2.15 meV
correlation energy singlet -2.69, triplet -0.39 meV
gap with bulk Si permittivity = 0.2028 meV
repulsion at 40 nm: no gate 4.615, gate 1.192 meV
gap with gate behind 10 nm oxide = 0.2270 meV
gap with layer depth 3 nm = 0.1550 meV
ellipse delta = 0.1: quanta 0.949, 1.049 meV
  two triplets, no gate: 0.0694, 0.2950 meV
  two triplets, gate: 0.1538, 0.3224 meV
delta from one charge at 100 nm: no gate 0.1111, gate 0.0322
triplet population at 0.1 K = 1.17e-07
triplet population at 1.0 K = 5.03e-01
assumed valley splitting 0.3 meV = 1.96 gaps (gated: 1.32)
```
